# A quarter-wave acoustic layer between two unequal solids: verification in Python

```python
"""Elastic wave through a layer between two half-spaces, normal incidence.

Result under test: the transmitted fraction of the energy flux is
  T = 4 Z1 Z3 / [(Z1+Z3)^2 cos^2(phi) + (Z2 + Z1 Z3/Z2)^2 sin^2(phi)],
  phi = E d / (hbar v2),
so impedances 1, 2, 4 give T = 1 at the quarter-wave energy E0 and
T = 0.64 at 2 E0.
Z1, Z2, Z3: acoustic impedances (ratios only); d: layer thickness (angstrom);
E: phonon energy (eV); hbar v: sound velocity times hbar (eV angstrom).
The formula is compared with a numerical solution of the wave equations
  u' = (k/Z) s,  s' = -k Z u,  k = E/(hbar v),
where u is displacement and s is stress divided by angular frequency.
"""
import numpy as np
from scipy.linalg import expm
from scipy.integrate import quad
from scipy.constants import e as charge, h as planck

Z = (1.0, 2.0, 4.0)
HV = (0.02, 0.03, 0.05)      # hbar v in the three media, eV angstrom
D = 100.0                    # layer thickness, angstrom


def solve_wave(energy, imp=Z, outer=(37.0, 53.0)):
    """Return reflected amplitude ratio and transmitted flux fraction.

    The outgoing wave is carried back through a stretch of the last medium,
    the layer, and a stretch of the first medium.
    """
    state = np.array([1.0, 1j * imp[2]])
    lengths = (outer[0], D, outer[1])
    for medium in (2, 1, 0):
        k = energy / HV[medium]
        generator = np.array([[0.0, k / imp[medium]],
                              [-k * imp[medium], 0.0]])
        state = expm(-generator * lengths[medium]) @ state
    u, s = state
    incident = (u + s / (1j * imp[0])) / 2
    reflected = (u - s / (1j * imp[0])) / 2
    return reflected / incident, imp[2] / (imp[0] * abs(incident) ** 2)


def formula(energy, imp=Z):
    z1, z2, z3 = imp
    phi = energy * D / HV[1]
    return 4 * z1 * z3 / ((z1 + z3) ** 2 * np.cos(phi) ** 2
                          + (z2 + z1 * z3 / z2) ** 2 * np.sin(phi) ** 2)


E0 = np.pi * HV[1] / (2 * D)

# General formula and energy conservation, including unmatched layers
for imp in (Z, (1.0, 2.5, 4.0), (3.0, 0.7, 1.9)):
    for ratio in (0.0, 0.3, 0.77, 1.0, 1.6, 2.0, 3.4):
        r, trans = solve_wave(ratio * E0, imp)
        assert abs(trans - formula(ratio * E0, imp)) < 1e-10
        assert abs(abs(r) ** 2 + trans - 1) < 1e-10

# Special energies of the matched layer
multiples = (0.5, 1, 1.5, 2, 3, 4)
T_at = {m: solve_wave(m * E0)[1] for m in multiples}
bare = solve_wave(E0, (Z[0], Z[2], Z[2]))[1]   # layer made of last medium
assert abs(T_at[1] - 1) < 1e-10 and abs(T_at[3] - 1) < 1e-10
assert abs(T_at[2] - 0.64) < 1e-10 and abs(T_at[4] - 0.64) < 1e-10
assert abs(bare - T_at[2]) < 1e-10

# Among quarter-wave layers the geometric mean impedance is the best
trial = np.linspace(1.0, 4.0, 301)
T_trial = [solve_wave(E0, (Z[0], z, Z[2]))[1] for z in trial]
best = trial[int(np.argmax(T_trial))]
assert abs(best - np.sqrt(Z[0] * Z[2])) < 0.006   # half a grid step
T_arith = solve_wave(E0, (1.0, 2.5, 4.0))[1]
assert T_arith < 0.96

# Echo picture: follow the wave bouncing inside the layer
r12 = (Z[0] - Z[1]) / (Z[0] + Z[1])
r23 = (Z[1] - Z[2]) / (Z[1] + Z[2])
t12 = 2 * Z[0] / (Z[0] + Z[1])
t21 = 2 * Z[1] / (Z[0] + Z[1])
echoes = {}
for m in (1, 2):
    round_trip = np.exp(2j * m * E0 * D / HV[1])
    inside, returned = t12, []
    for bounce in range(30):
        inside = inside * round_trip * r23
        returned.append(inside * t21)
        inside = -inside * r12       # reflection seen from within the layer
    total = sum(returned)
    r_wave = solve_wave(m * E0, outer=(0.0, 0.0))[0]
    assert abs(r12 + total - r_wave) < 1e-10
    echoes[m] = (returned[0].real, total.real, r_wave.real)

# Average over one full period of the phase, and incoherent ray sum
average = np.mean([solve_wave(2 * E0 * j / 24)[1] for j in range(24)])
average_formula = 4 * Z[0] * Z[2] / (
    (Z[0] + Z[2]) * (Z[1] + Z[0] * Z[2] / Z[1]))
R12, R23 = r12 ** 2, r23 ** 2
ray_sum = sum((1 - R12) * (R12 * R23) ** n * (1 - R23) for n in range(30))
assert abs(average - average_formula) < 1e-10
assert abs(average - ray_sum) < 1e-10


def thermal_weight(x):
    """x^2 e^x/(e^x-1)^2, written without overflow."""
    return 1.0 if x < 1e-8 else (x / (2 * np.sinh(x / 2))) ** 2


# One-channel thermal conductance relative to perfect transmission
norm = quad(thermal_weight, 0, 60)[0]
assert abs(norm - np.pi ** 2 / 3) < 1e-9
grid = np.linspace(0, 50, 1001)
weights = np.array([thermal_weight(x) for x in grid])
weights[0] *= 0.5
weights *= grid[1] - grid[0]
thermal = (1e-5, 1e-4, 1e-3)
g = {}
for kT in thermal:
    from_waves = sum(w * solve_wave(x * kT)[1]
                     for x, w in zip(grid, weights)) / norm
    from_formula = quad(lambda x: thermal_weight(x) * formula(x * kT),
                        0, 50, limit=500)[0] / norm
    assert abs(from_waves - from_formula) < 1e-7
    g[kT] = from_waves
assert abs(g[1e-5] - 0.64) < 0.005    # small finite-temperature correction
assert abs(g[1e-3] - average) < 1e-6

print("Impedances Z1, Z2, Z3 (relative):", *Z)
print(f"Layer thickness d = {D:.0f} angstrom")
print(f"hbar v2 = {HV[1]:.2f} eV angstrom")
print(f"hbar v1, hbar v3 in the check = {HV[0]:.2f}, {HV[2]:.2f} eV angstrom")
print(f"Wavelength in layer at design energy = "
      f"{2 * np.pi * HV[1] / E0:.1f} angstrom")
print(f"Design energy E0 = {E0:.6f} eV")
print(f"Design frequency E0/h = {E0 * charge / planck / 1e12:.4f} THz")
print(f"Twice the design energy = {2 * E0:.6f} eV")
for m in multiples:
    print(f"Transmission at {m} E0 = {T_at[m]:.4f}")
print(f"Transmission of bare 1|4 contact = {bare:.4f}")
print(f"Best quarter-wave layer impedance (scan) = {best:.2f}")
print(f"Transmission at E0 with Z2 = 2.5: {T_arith:.4f}")
print(f"Front reflection amplitude = {r12:.4f}")
for m in (1, 2):
    first, total, full = echoes[m]
    print(f"At {m} E0: first echo {first:.4f}, all echoes {total:.4f}, "
          f"total reflection {full:.4f}")
    print(f"At {m} E0: reflected flux fraction {full ** 2:.4f}")
print(f"Single-interface transmissions 1|2, 2|4 = "
      f"{1 - R12:.4f}, {1 - R23:.4f}")
print(f"Phase-averaged transmission = {average:.4f}")
print(f"Incoherent ray sum = {ray_sum:.4f}")
print(f"Crossover thermal energy hbar v2/d = {HV[1] / D:.6f} eV")
for kT in thermal:
    print(f"Relative conductance at kT = {kT:.5f} eV: {g[kT]:.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
Impedances Z1, Z2, Z3 (relative): 1.0 2.0 4.0
Layer thickness d = 100 angstrom
hbar v2 = 0.03 eV angstrom
hbar v1, hbar v3 in the check = 0.02, 0.05 eV angstrom
Wavelength in layer at design energy = 400.0 angstrom
Design energy E0 = 0.000471 eV
Design frequency E0/h = 0.1139 THz
Twice the design energy = 0.000942 eV
Transmission at 0.5 E0 = 0.7805
Transmission at 1 E0 = 1.0000
Transmission at 1.5 E0 = 0.7805
Transmission at 2 E0 = 0.6400
Transmission at 3 E0 = 1.0000
Transmission at 4 E0 = 0.6400
Transmission of bare 1|4 contact = 0.6400
Best quarter-wave layer impedance (scan) = 2.00
Transmission at E0 with Z2 = 2.5: 0.9518
Front reflection amplitude = -0.3333
At 1 E0: first echo 0.2963, all echoes 0.3333, total reflection -0.0000
At 1 E0: reflected flux fraction 0.0000
At 2 E0: first echo -0.2963, all echoes -0.2667, total reflection -0.6000
At 2 E0: reflected flux fraction 0.3600
Single-interface transmissions 1|2, 2|4 = 0.8889, 0.8889
Phase-averaged transmission = 0.8000
Incoherent ray sum = 0.8000
Crossover thermal energy hbar v2/d = 0.000300 eV
Relative conductance at kT = 0.00001 eV: 0.6420
Relative conductance at kT = 0.00010 eV: 0.7615
Relative conductance at kT = 0.00100 eV: 0.8000
ALL CHECKS PASSED
```
